Stress Growth at an Electromigration Diffusivity Step in a Metal Line

A copper line modelled at 573 K and 2 MA/cm² reaches a tension of 38.8 MPa after 10 h, and 122.8 MPa after 100 h, at a point where nothing blocks the atoms. The point is a junction at which the atomic diffusivity rises tenfold along the electron flow. Ten times the time gives 3.16 times the stress, which is the square root of ten. The stress comes from an imbalance of atomic drift, and the square root from the spreading of that imbalance along the line.

**1. Model and result**

Let x increase along the electron flow, with the junction at x = 0. Segment 1 occupies x < 0 and segment 2 occupies x > 0. Stress σ is the hydrostatic stress, positive in tension. Each segment has a uniform atomic diffusivity D_i, and both have atomic volume Ω and temperature T. The effective modulus B relates a change in the amount of metal to a change in stress, and includes the confinement by the surrounding dielectric.

The electron wind pushes each atom along +x with the force

F = e|Z*|ρj,

where |Z*| is the magnitude of the effective charge number, ρ the resistivity and j the current density. Dividing by the atomic volume gives the drive, which has the units of a stress gradient:

G = F/Ω = e|Z*|ρj/Ω.

The stress diffusivity of segment i is

k_i = D_i B Ω/(k_B T).

The result, for a line that starts at zero stress, is

S(t) = σ(0,t) = 2G(√k2 − √k1)√(t/π).   (1)

Its magnitude contains |√k2 − √k1|. Equal modulus alone is not enough for (1). The derivation also assumes equal G and equal cross-section in the two segments, diffusivities that do not depend on stress, and no open void. Section 5 shows what replaces (1) when the moduli or drives differ.

**2. From atomic flux to the stress equation**

In this sign convention an atom in metal under stress σ has chemical potential μ = μ0 − Ωσ. The force from its gradient is −∂μ/∂x = Ω ∂σ/∂x, so atoms are drawn towards tension. The mobility is D/(k_B T) and there are 1/Ω atoms per unit volume. The number flux is therefore

J = (1/Ω)(D/(k_B T))(Ω ∂σ/∂x + F) = (D/(k_B T))(∂σ/∂x + G).

It is convenient to use the volume flux q = ΩJ, which is a velocity:

q = M(∂σ/∂x + G),   M = DΩ/(k_B T) = k/B.   (2)

If more atoms leave a short piece of line than enter it, the piece loses metal. Its fractional loss per unit time is ∂q/∂x. Because the surroundings hold the line's volume nearly fixed, a loss of metal raises the tension, by B times the fractional loss:

∂σ/∂t = B ∂q/∂x.   (3)

Inside one segment B, M and G are constant. The derivative of G vanishes, and BM = k, so

∂σ/∂t = k ∂²σ/∂x².   (4)

The drive has disappeared from the interior equation. It acts through the junction, where the drift changes.

Equation (3) counts elastic storage and omits atoms exchanged with the vacancy population. If the vacancy fraction is c_v, stress changes it by c_v Ω/(k_B T) per unit stress, while elastic storage takes up 1/B per unit stress. Their ratio is c_v BΩ/(k_B T). With c_v = exp(−E_v/(k_B T)), a formation energy of 1.28 eV and the formation entropy left out, the ratio is 1.6 × 10⁻¹⁰ in the example, so vacancy storage is negligible there. Equation (3) also assumes that vacancies stay in local equilibrium with the stress, which needs sources and sinks spaced much more closely than the diffusion lengths. If instead the stress in segment i relaxes towards equilibrium with a time l²/k_i, for a sink spacing l, the stress on the slow side of the junction at 10 h is 36.8 MPa for l = 0.5 µm and 29.1 MPa for l = 1 µm, against 38.8 MPa. At 100 h it is 120.4 MPa for l = 1 µm, against 122.8 MPa.

**3. Solution at the junction**

Two conditions join the segments. The chemical potential is continuous, so σ has one value S(t) at x = 0. The junction is a plane and stores no atoms, so with equal cross-sections q is continuous. Since M = k/B and B is common to both sides, the second condition becomes

k1(∂σ/∂x + G) at x = 0⁻ equals k2(∂σ/∂x + G) at x = 0⁺.   (5)

Far from the junction the stress remains at its initial value, zero.

Define the Laplace transform σ̂(x,p) = ∫₀^∞ e^(−pt) σ(x,t) dt. With zero initial stress the time derivative in (4) becomes pσ̂, and

pσ̂ = k_i ∂²σ̂/∂x².

The solutions are exponentials in ±x√(p/k_i). Retaining the ones that decay away from the junction, and using continuity of σ, gives

σ̂ = Ŝ exp(−|x|√(p/k_i)).   (6)

The slope is −Ŝ√(p/k2) just to the right of the junction and +Ŝ√(p/k1) just to the left. The constant G transforms to G/p. Condition (5), with its right-hand member written first, becomes

k2[G/p − Ŝ√(p/k2)] = k1[G/p + Ŝ√(p/k1)].

Since k_i√(p/k_i) = √(k_i p), this is

k2G/p − √(k2 p)Ŝ = k1G/p + √(k1 p)Ŝ.

Collecting the terms in Ŝ gives

(√k1 + √k2)√p Ŝ = G(k2 − k1)/p.

Now k2 − k1 = (√k2 − √k1)(√k2 + √k1). The sum of roots cancels, leaving

Ŝ = G(√k2 − √k1)p^(−3/2).   (7)

To invert this, use the definition of the gamma function:

∫₀^∞ e^(−pt) √t dt = Γ(3/2)p^(−3/2) = (√π/2)p^(−3/2).

Hence p^(−3/2) is the transform of 2√(t/π). This supplies both the factor 2 and the π in (1), and completes the derivation.

The sign has a direct reading. With k2 > k1, the faster segment is downstream and carries atoms away more quickly than the slower one delivers them. The junction is depleted and goes into tension. Reversing the current changes G to −G and gives −122.8 MPa at 100 h in the example.

**4. Profile, junction flux and atom balance**

The stress along the line is

σ(x,t) = C√t ierfc(u),   u = |x|/(2√(k_i t)),   C = 2G(√k2 − √k1),   (8)

where

ierfc(u) = exp(−u²)/√π − u erfc(u).

To verify (8), differentiate ierfc. The two terms in u exp(−u²) cancel, so its first derivative is −erfc(u) and its second is 2exp(−u²)/√π. At fixed x, ∂u/∂t = −u/(2t). Therefore

∂σ/∂t = (C/(2√t))[ierfc(u) + u erfc(u)] = C exp(−u²)/(2√(πt)).

At fixed t, (∂u/∂x)² = 1/(4k_i t), and so

k_i ∂²σ/∂x² = k_i C√t · 2exp(−u²)/√π · 1/(4k_i t) = C exp(−u²)/(2√(πt)).

The two sides of (4) agree. Since ierfc(0) = 1/√π, the value at the junction is C√(t/π), which is (1). The profile also vanishes at t = 0 for x ≠ 0 and at large |x|, so it is the inverse of (6). In particular, p^(−3/2)exp(−a√p) is the transform of 2√t ierfc(a/(2√t)), a pair needed in Section 6.

The slopes at the junction do not change with time. On the right, ∂σ/∂x = −C/(2√k2), and on the left it is +C/(2√k1). Adding G gives

right: ∂σ/∂x + G = G√(k1/k2),
left: ∂σ/∂x + G = G√(k2/k1).

Multiplication by k2 and k1 respectively gives the same product, G√(k1k2). The junction thus passes the geometric mean of the two undisturbed drift fluxes from the start. In the example it passes √10 ≈ 3.2 times the far upstream flux, while the far downstream flux is 10 times the upstream one.

The total stress gives a separate check. Integrating by parts twice,

∫₀^∞ ierfc(u) du = ∫₀^∞ u erfc(u) du = (1/√π)∫₀^∞ u² exp(−u²) du = 1/4.

Because dx = 2√(k_i t) du and C√t = S√π, segment i contributes (S/2)√(πk_i t). The sum is

∫σ dx = (S/2)√(πt)(√k1 + √k2) = G(k2 − k1)t.   (9)

This is B times the difference between the far fluxes, multiplied by time, as atom conservation demands. The deficit grows as t and is spread over a length that grows as √t, so the stress grows as √t. At 100 h the integral is 2.10 × 10³ MPa µm. Divided by B = 20 GPa, it corresponds to the removal of about 0.10 µm of line length, taken up elastically.

**5. Limits and unequal properties**

If segment 1 becomes immobile, k1 → 0 and

S = 2G√(k2 t/π).   (10)

This is the stress at a blocked upstream end. For k2 > k1 the junction reaches the fraction 1 − √(k1/k2) of it. In the example that is 0.684, or 122.8 MPa out of 179.6 MPa. A tenfold contrast in diffusivity therefore already produces about two thirds of the blocked-end stress.

For a small contrast, write √k2 − √k1 = (k2 − k1)/(√k2 + √k1). With both roots in the denominator close to √k,

S ≈ G((k2 − k1)/√k)√(t/π).

The stress is then linear in the contrast and vanishes when the segments match.

Now let the moduli and drives differ, retaining equal cross-sections. The flux condition must use M_i = k_i/B_i, because B no longer cancels:

M2[G2/p − Ŝ√(p/k2)] = M1[G1/p + Ŝ√(p/k1)].

Collecting Ŝ and inverting p^(−3/2) as before gives

S = 2√(t/π)(M2G2 − M1G1)/(M1/√k1 + M2/√k2).   (11)

For B1 = B2 = B and G1 = G2 = G, the factors 1/B cancel between numerator and denominator and (1) returns. The √t law survives the mismatch, but its coefficient and even its sign can change. For positive drives, tension requires D2G2 > D1G1, and not merely D2 > D1.

Two cases at 100 h show the size of the effect. Raising B2 by 20 % with both atomic diffusivities fixed gives 131.5 MPa, an increase of 7 % over the matched case. Lowering G2 by 10 % with everything else fixed gives 109.2 MPa, a decrease of 11 %. With equal moduli S is proportional to the difference k2G2 − k1G1, so a fractional change in G2 is multiplied by k2/(k2 − k1), here 10/9. The factor grows as the contrast weakens: at k2/k1 = 1.5 a 10 % lower G2 reduces S by 30 %, and a 10 % lower G1 raises it by 20 %.

**6. When a segment has an end**

Suppose that segment 2 ends at a blocking via at x = L. Atoms arriving there accumulate and produce compression, which diffuses back to the junction. The first effect of this can be found by adding to segment 2 the wave

Ê exp(−(L − x)√(p/k2)).

At the via the flux must vanish. Neglecting for now the junction's own disturbance at x = L, the condition is G/p + Ê√(p/k2) = 0, so

Ê = −G√k2 p^(−3/2).

The wave reaches the junction with amplitude Î = Ê exp(−L√(p/k2)). There it adds to an outgoing wave of amplitude Ŝ − Î. The slope on the right is √(p/k2)(Î − (Ŝ − Î)) = √(p/k2)(2Î − Ŝ). The flux balance becomes

k2G/p + √(k2 p)(2Î − Ŝ) = k1G/p + √(k1 p)Ŝ.

Compared with Section 3 there is one extra term, 2√(k2 p)Î. It changes Ŝ by 2√k2 Î/(√k1 + √k2). Inverting with the pair from Section 4 gives

ΔS ≈ −[2√k2/(√k1 + √k2)] · 2G√(k2 t) · ierfc(L/(2√(k2 t))).   (12)

At 100 h the fast diffusion length 2√(k2 t) is 29.3 µm and the bracket is 1.52. For L = 25 µm the argument is 0.853 and ierfc is 0.078, so ΔS ≈ −1.52 × 10.86 × 29.3 × 0.078 ≈ −38 MPa. This predicts about 85 MPa. A numerical solution with both segments 25 µm long and both outer ends blocked gives 86.1 MPa, 30 % below the semi-infinite result. With 50 µm segments it gives 121 MPa, a reduction of about 1.5 %. Equation (12) describes the onset of the end effect. It omits repeated reflections and the upstream end, and should not be used for the approach to steady state. With 25 µm segments the junction stress is near its maximum at 100 h. It then falls, to 74 MPa at 250 h and 61 MPa at 400 h, so a 100 MPa rise is never reached there, and by 250 h the upstream via, at 92 MPa, carries the higher tension. A blocking end close to the junction on the upstream side acts in the opposite direction, because it cuts off the supply of atoms. With segment 2 long, the junction stress at 100 h is 135.5 MPa for a 5 µm segment 1 and 158.8 MPa for a 2 µm one.

**7. Worked example**

The inputs are |Z*| = 1, ρ = 4 µΩ cm, j = 2 MA/cm², Ω = 0.0118 nm³ and B = 20 GPa. The diffusivities are D1 = 2 × 10⁻¹⁴ cm²/s and D2 = 2 × 10⁻¹³ cm²/s. The product ρj gives a wind force of 0.0008 eV/µm. Since 1 eV/nm³ is 160.2 MPa,

G = (0.0008/0.0118) × 160.2 = 10.86 MPa/µm.

At 573 K, k_B T = 0.04938 eV and BΩ/(k_B T) = 29.83. Multiplying the diffusivities by this ratio gives

k1 = 5.966 × 10⁻⁵ µm²/s,   √k1 = 0.00772 µm/s^½,
k2 = 5.966 × 10⁻⁴ µm²/s,   √k2 = 0.02443 µm/s^½.

For t = 100 h = 3.6 × 10⁵ s, √(t/π) = 338.5 s^½, and

S = 2 × 10.86 × 0.0167 × 338.5 ≈ 123 MPa.

At the same time the stress is 8.5 MPa at x = −10 µm and 62.6 MPa at x = +10 µm. The tension reaches further into the fast segment because its diffusion length is √10 times larger.

Solving (1) for the time of a chosen stress rise s in tension gives

t = (π/4)[s/(G(√k2 − √k1))]².   (13)

For s = 100 MPa this is 66.3 h. At fixed temperature and material properties, the time scales as 1/j², provided the segments stay long compared with the diffusion length at that time, which grows as 1/j. With blocked 50 µm segments the rise takes 67 h at 2 MA/cm² and 150 h, not 135 h, at 1.4 MA/cm², while at 1 MA/cm² the junction peaks at 86 MPa and never reaches it. The value of s is a chosen rise, not a void-nucleation threshold.

**8. Numerical implementation**

Equation (3) can be solved on cells without assuming (1). For neighbouring cells L and R with half-widths h_L and h_R, let S_f be the stress at their common face. Equation (2) on each side gives

q h_L/M_L = S_f − σ_L + G_L h_L,
q h_R/M_R = σ_R − S_f + G_R h_R.

Adding them eliminates S_f:

q = (σ_R − σ_L + G_L h_L + G_R h_R)/(h_L/M_L + h_R/M_R).   (14)

This form enforces both junction conditions when the junction lies on a face. The junction stress follows from the first relation as S_f = σ_L + (q/M_L − G_L)h_L. Reading the stress from an adjacent cell centre instead would introduce an offset.

With 200 graded cells per segment, a domain from −150 to +150 µm and the undisturbed flux MG imposed at each outer end, the numerical junction stress was compared with (1) at 10, 66.3 and 100 h. The largest relative difference was 6.3 × 10⁻⁵. The largest profile difference at 100 h was 0.005 MPa. These figures measure agreement within the linear model, not the accuracy of a prediction for a real line.

**9. Effects outside the linear law**

Stress changes the diffusivity. As a trial, each D_i was multiplied by exp(Ωσ/(k_B T)), which assumes an activation volume of one atomic volume. Evaluated with the linear stress at 100 h, the exponent is about 0.18 at the junction, corresponding to a local increase in D of about 20 %. The computed stress at 100 h is nevertheless 124.6 MPa, only 1.45 % above the linear result. With reversed current it is −120.6 MPa. Both values are shifted towards tension. That the two shifts share a sign follows from the order of the correction: writing σ = Gφ leaves an equation for φ in which the activation coefficient Ω/(k_B T) appears multiplied by G. The first correction to σ is therefore proportional to G² and keeps its sign when the current reverses. Its direction and small size are numerical findings for this case, not general results. For a weak contrast higher orders compete with it: at k2/k1 = 1.3, with k2 unchanged, the shifts are −0.03 MPa for forward and +0.16 MPa for reversed current.

A uniform thermal stress adds to S in the linear model. For cooling from a stress-free temperature of 623 K with a linear expansion mismatch of 14 ppm/K, the estimate 3BΔαΔT gives 42 MPa at 573 K and 206 MPa at 378 K. A failure criterion on total stress must subtract this background before s is inserted in (13). If the diffusivities depend on stress as in the trial above and D1, D2 are their zero-stress values, the background also speeds transport: with 42 MPa present, the rise at 100 h is 128.6 MPa, 4.7 % above the linear result. Once a void opens, its free surface imposes a new boundary condition and (1) no longer applies.

To transfer the result from 573 K to 378 K, suppose that both diffusivities have an activation energy E = 0.9 eV and hold G and B fixed. Since k is proportional to exp(−E/(k_B T))/T, both stress diffusivities fall by the same factor, 8.0 × 10³. The time for a 100 MPa rise becomes about 60 years at the same current density, for stress-independent diffusivities and segments long enough for (1) to hold. Holding G fixed means holding the product |Z*|ρ fixed. If |Z*| were held fixed instead and the resistivity fell with temperature as it does in copper, the time would grow by a factor of 2.1 to 2.5. The lower end corresponds to 2.7–2.8 µΩ cm, with a temperature-independent excess over the bulk value, and the upper end to 2.5–2.6 µΩ cm, with the whole resistivity scaled by the bulk ratio. With the trial factor exp(Ωσ/(k_B T)) and the 206 MPa thermal background it drops to about 37 years. Different activation energies in the two segments would change k2/k1 as well, and a single slowing factor would then fail. If the tenfold step came entirely from an activation-energy difference of 0.114 eV, k2/k1 would be 33 at 378 K, and the time would be about 41 years with 0.9 eV in the fast segment or about 13 years with 0.9 eV in the slow one.

**10. Relation to real interconnects**

The parameters are rough values for a narrow copper line in an accelerated test. The diffusivities are effective ones, standing for transport along interfaces and grain boundaries, and the tenfold step represents a change in cap or grain structure. The effective charge, the diffusivities and the effective modulus are poorly known for a particular line. In (1), doubling both diffusivities raises S by a factor of √2, that is by 41 %, which exceeds the 1.45 % correction for stress-dependent diffusion, and B = 5 GPa in place of 20 GPa halves S. With blocked ends the same doubling changes the stress at 100 h by +29 % for 50 µm segments and by −8 % for 25 µm segments. Real lines also break the semi-infinite assumption, since they end at vias. A downstream via lowers the junction stress and a nearby upstream via raises it. For equal segments with both ends blocked the downstream via dominates at 100 h, and the stress is lower by 30 % for 25 µm segments but by about 1.5 % for 50 µm segments. A via is not the only end that matters. A fast stretch of cap or grain structure usually returns to slow metal downstream, and atoms pile up there. With no via anywhere, a fast stretch between two long slow segments gives 122 MPa at its upstream junction at 100 h when it is 50 µm long, 97.5 MPa when it is 25 µm long and 46 MPa when it is 10 µm long. A gradual step also lowers the stress: with ln D rising linearly over 2 µm the peak at 100 h is 117 MPa, and over 10 µm it is 97 MPa. For these parameters, (1) is therefore a useful estimate when the fast diffusion length is well below the distance to the nearest blocking end or further change in diffusivity, the step is much narrower than the slow diffusion length (9.3 µm at 100 h), the drives, moduli and cross-sections are matched and no void has formed. At 100 h, halving B2 gives 93 MPa, and doubling the cross-section of segment 2 at the same total current gives 70 MPa. The values for the main cases are collected in the numerical output below.

Computed results

```
Test temperature: 573 K
Current density: 2 MA/cm2
Resistivity: 4 microohm cm
Effective charge number, magnitude: 1
Atomic volume: 0.0118 nm3
Effective modulus: 20 GPa
Atomic diffusivity, segment 1: 2e-14 cm2/s
Atomic diffusivity, segment 2: 2e-13 cm2/s
Thermal energy: 0.04938 eV
Wind force: 0.0008 eV/um
Drive G: 10.86 MPa/um
Ratio B*Omega/kT: 29.83
Stress diffusivity k1: 5.966e-05 um2/s
Stress diffusivity k2: 0.0005966 um2/s
sqrt(k1): 0.007724 um/s^0.5
sqrt(k2): 0.02443 um/s^0.5
Junction stress at 10 h, law: 38.84 MPa
Junction stress at 10 h, simulation: 38.84 MPa
Junction stress at 100 h, law: 122.8 MPa
Junction stress at 100 h, simulation: 122.8 MPa
Largest relative error of law: 6.3e-05
Largest profile difference at 100 h: 0.005 MPa
Length 2*sqrt(k1*t) at 100 h: 9.269 um
Length 2*sqrt(k2*t) at 100 h: 29.31 um
Stress at x=-10 um, 100 h: 8.506 MPa
Stress at x=+10 um, 100 h: 62.58 MPa
Integral of stress at 100 h, quadrature: 2099.7 MPa um
G*(k2-k1)*t at 100 h: 2099.7 MPa um
Chosen stress rise: 100 MPa
Time to chosen stress rise: 66.29 h
Reversed current, 100 h, simulation: -122.8 MPa
Blocked-end stress at 100 h, law: 179.6 MPa
Junction/blocked-end stress ratio: 0.6838
Modulus 2 raised 20 %, 100 h: 131.5 MPa
Drive 2 lowered 10 %, 100 h: 109.2 MPa
Omega*S/kT at 100 h: 0.183
Stress-dependent D, 100 h: 124.6 MPa
Change from stress-dependent D: 1.45 %
Stress-dependent D, reversed current: -120.6 MPa
Blocked ends at 50 um, 100 h: 121 MPa
Blocked ends at 25 um, 100 h: 86.14 MPa
Stress-free temperature: 623 K
Linear expansion mismatch: 14 ppm/K
Thermal stress at test temperature: 42 MPa
Thermal stress at use temperature: 206 MPa
Vacancy formation energy: 1.28 eV
Vacancy storage / elastic storage: 1.6e-10
Use temperature: 378 K
Activation energy: 0.9 eV
Slowing factor at use temperature: 8e+03
Time to chosen rise in use: 60.5 years
```
